# The one-third spin-orbit rise of valence edges and band offsets: verification in Python

```python
"""Result under test: spin-orbit coupling raises the triplet valence maximum
of a cubic semiconductor by Delta/3 (first order), so a valence offset found
without the coupling changes by (Delta_A - Delta_B)/3.
Delta: quartet-doublet splitting at Gamma; xi: constant in xi L.S;
D: tetragonal splitting of the triplet.  Model crystals A and B have round
pseudopotential form factors; plane waves are in units of 2 pi / a.
Atomic units inside the crystal part, eV and nm in the device part."""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid, cumulative_trapezoid
from scipy.special import ai_zeros
from pyscf import gto, scf

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
ALPHA = sc.fine_structure
LATTICE = 10.6                       # bohr, common to both model crystals
UNIT_G = 2 * np.pi / LATTICE
CUTOFF = 16.1                        # largest |G|^2 in units of UNIT_G^2
CORE_WIDTH = 1.2                     # bohr, range of the spin-orbit potential
KNOTS = [0, 3, 8, 11, 16, 1000]
FORM = {"A": [-0.40, -0.115, 0.005, 0.03, 0.0, 0.0],
        "B": [-0.40, -0.105, 0.020, 0.04, 0.0, 0.0]}   # hartree
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])

# ---------------------------------------------------------------- crystals
ints = range(-4, 5)
bulk_G = np.array([(h, k, l) for h in ints for k in ints for l in ints
                   if h % 2 == k % 2 == l % 2
                   and h*h + k*k + l*l <= CUTOFF], float)
super_G = np.array([(h, k, l / 2) for h in ints for k in ints
                    for l in range(-8, 9) if (h + k) % 2 == 0
                    and h*h + k*k + l*l / 4 <= CUTOFF], float)


def hamiltonian(G, atoms, strength, scale, k=(0.0, 0.0, 0.0)):
    """Pauli Hamiltonian: kinetic + local potential + sigma.(grad V x p)."""
    K = G + np.array(k)
    q = G[:, None, :] - G[None, :, :]
    q2 = (q**2).sum(-1)
    core = -np.exp(-q2 * (UNIT_G * CORE_WIDTH)**2 / 4)   # attractive core
    local = np.zeros(q2.shape, complex)
    so = np.zeros(q2.shape, complex)
    for kind, place in atoms:
        phase = np.exp(-2j * np.pi * (q @ np.array(place))) / len(atoms)
        local += phase * np.interp(q2, KNOTS, FORM[kind])
        so += phase * core * strength[kind] * scale
    H = np.kron(local + np.diag(0.5 * UNIT_G**2 * (K**2).sum(1)), np.eye(2))
    cross = np.cross(K[:, None, :], K[None, :, :])
    for axis in range(3):
        H = H + np.kron(1j * so * cross[:, :, axis], PAULI[axis])
    assert np.allclose(H, H.conj().T, atol=1e-12)
    return H


def bulk(name):
    return [(name[0], (0, 0, 0)), (name[-1], (0.25, 0.25, 0.25))]


def levels(name, strength, scale):
    H = hamiltonian(bulk_G, bulk(name), strength, scale)
    return np.linalg.eigvalsh(H) * HARTREE


target = {"A": 0.29, "B": 0.044}     # eV, wanted size of the splitting
trial = {"A": 1e-5, "B": 1e-5}
strength = {}
for name in "AB":
    e = levels(name, trial, 1.0)
    strength[name] = trial[name] * target[name] / (e[7] - e[2])

result = {}
for name in ("A", "B", "AB"):
    e0 = levels(name, strength, 0.0)
    assert np.ptp(e0[2:8]) < 1e-8 and e0[8] - e0[7] > 0.1

    def rise_split_centroid(scale):
        e = levels(name, strength, scale)
        assert np.ptp(e[4:8]) < 1e-8 and np.ptp(e[2:4]) < 1e-8
        return e[7] - e0[7], e[7] - e[2], e[2:8].mean() - e0[7]

    full, half = rise_split_centroid(1.0), rise_split_centroid(0.5)
    tenth, weak = rise_split_centroid(0.1), rise_split_centroid(0.01)
    assert abs(weak[0] / weak[1] - 1 / 3) < 0.002
    assert 3.5 < full[2] / half[2] < 4.5          # centroid is second order
    reverse = levels(name, strength, -0.01)       # doublet on top
    assert np.ptp(reverse[2:6]) < 1e-8
    assert abs((reverse[7]-e0[7]) / (reverse[7]-reverse[2]) - 2 / 3) < 0.002
    result[name] = {"full": full, "tenth": tenth, "weak": weak}

change = result["A"]["tenth"][0] - result["B"]["tenth"][0]
formula = (result["A"]["tenth"][1] - result["B"]["tenth"][1]) / 3
assert abs(change / formula - 1) < 0.03
full_change = result["A"]["full"][0] - result["B"]["full"][0]
full_formula = (result["A"]["full"][1] - result["B"]["full"][1]) / 3

# Orbitally nondegenerate conduction level of crystal A: no linear shift.
e0 = levels("A", strength, 0.0)
single = next(i for i in range(4, 12) if e0[2*i] - e0[2*i - 1] > 0.27
              and e0[2*i + 2] - e0[2*i + 1] > 0.27)
up = levels("A", strength, 0.1)[2 * single] - e0[2 * single]
down = levels("A", strength, -0.1)[2 * single] - e0[2 * single]
assert abs(up - down) / 2 < 0.01 * result["A"]["tenth"][1]
gap_change = up - result["A"]["tenth"][0]
assert abs(gap_change / (-result["A"]["tenth"][1] / 3) - 1) < 0.05
single_shift = levels("A", strength, 1.0)[2 * single] - e0[2 * single]

# Superlattice (001), one cubic cell of A on one of B: density response.
cell = [(0, 0, 0), (.25, .25, .25), (.5, 0, .5), (.75, .25, .75)]
stack = [(kind, (x, y, z + lift)) for kind, lift in (("A", 0), ("B", 1))
         for x, y, z in cell]
index = {tuple(g): i for i, g in enumerate(super_G)}
pairs = [(i, index[(g[0], g[1], g[2] + 0.5)]) for i, g in enumerate(super_G)
         if (g[0], g[1], g[2] + 0.5) in index]
first, second = np.array(pairs).T


def density_wave(scale):
    H = hamiltonian(super_G, stack, strength, scale, (0.13, 0.07, 0.05))
    energy, vec = np.linalg.eigh(H)
    assert energy[32] - energy[31] > 1e-3
    c = vec[:, :32].reshape(len(super_G), 2, 32)
    return np.sum(c[first].conj() * c[second])


n0 = density_wave(0.0)
dn_full, dn_half = density_wave(1.0) - n0, density_wave(0.5) - n0
density_ratio = abs(dn_full) / abs(dn_half)
assert 3.5 < density_ratio < 4.5
step_wave = (2 * 4 * np.pi * abs(dn_full) / LATTICE**3
             / (0.5 * UNIT_G)**2 * HARTREE)


# ------------------------------------------------------- angular momentum
def l_dot_s(l):
    m = np.arange(l, -l - 1, -1)
    plus = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1)), 1)
    L = [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)]
    return sum(np.kron(a, s / 2) for a, s in zip(L, PAULI))


def strained_rise(delta, D):
    """Rise when the z orbital lies D above the xy pair."""
    return (-(D + delta / 3) / 2
            + np.sqrt((D + delta / 3)**2 / 4 + 2 * delta**2 / 9))


for delta, D in ((0.29, 0.1), (0.29, 0.9), (0.044, 0.1), (0.3, 0.0)):
    for sign in (1, -1):
        field = np.kron(np.diag([0, sign * D, 0]), np.eye(2))
        top = np.linalg.eigvalsh(field + 2 * delta / 3 * l_dot_s(1))[-1]
        rise = top - max(sign * D, 0)
        expected = strained_rise(delta, D) if sign == 1 else delta / 3
        assert abs(rise - expected) < 1e-12

rng = np.random.default_rng(4)
for _ in range(100):                  # random bands made of p orbitals only
    hop = rng.normal(size=(12, 12))
    hop = hop + hop.T
    so = 0.5 * np.kron(np.eye(4), l_dot_s(1))
    shift = (np.linalg.eigvalsh(np.kron(hop, np.eye(2)) + so)[-1]
             - np.linalg.eigvalsh(hop)[-1])
    assert -1e-12 < shift < 0.25 + 1e-12
d_top = np.linalg.eigvalsh(l_dot_s(2))[-1]
assert abs(d_top - 1) < 1e-12

# ------------------------------------------------------ oxygen 2p constant
r = np.geomspace(1e-4, 25, 3000)


def so_constant(orbital, charge_inside):
    """xi in hartree from the mean density of a p orbital and the field."""
    return ALPHA**2 / 2 * trapezoid(4*np.pi * orbital * charge_inside / r, r)


hydrogenic = 3.0**5 * r**2 * np.exp(-3 * r) / 24 / (4 * np.pi)
assert abs(so_constant(hydrogenic, 3.0) / (ALPHA**2 * 81 / 48) - 1) < 1e-3

mol = gto.M(atom="O 0 0 0", basis="cc-pvtz", spin=2, verbose=0)
mf = scf.ROHF(mol).run()
assert mf.converged
axes = np.vstack([np.eye(3), -np.eye(3)])
corners = np.array([(a, b, c) for a in (1, -1) for b in (1, -1)
                    for c in (1, -1)]) / np.sqrt(3)
orbital = np.zeros_like(r)
total = np.zeros_like(r)
for dirs, weight in ((axes, 1 / 15), (corners, 3 / 40)):
    for d in dirs:
        mo = mol.eval_gto("GTOval_sph", r[:, None] * d) @ mf.mo_coeff
        total += weight * (mo**2 @ mf.mo_occ)
        orbital += weight * (mo[:, mf.mo_occ == 1]**2).mean(1)
inside = cumulative_trapezoid(4*np.pi * r**2 * (total - orbital), r,
                              initial=0)
assert abs(inside[-1] - 7) < 2e-3
xi_oxygen = so_constant(orbital, 8 - inside) * HARTREE

# ------------------------------------------------------------- gate stack
delta_ge, delta_si = 0.29, 0.044      # eV, rough typical values
vbo_bare, gap_ge, gap_ox = 3.0, 0.66, 5.8     # eV, rough typical values
thick, field_mv, mass_ox = 3.0, 1.0, 0.2      # nm, MV/cm, electron masses
field = field_mv * 0.1                # V/nm
vbo = vbo_bare + delta_ge / 3
cbo_bare = gap_ox - gap_ge - vbo_bare
cbo = gap_ox - gap_ge - vbo
h2m = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18     # eV nm^2


def exponent(barrier, two_band=False):
    def kappa(x):
        E = barrier - field * x
        return np.sqrt(mass_ox / h2m * E * (1 - E/gap_ox if two_band else 1))
    return 2 * quad(kappa, 0, thick)[0]


closed = (4 / 3 * np.sqrt(mass_ox / h2m) / field
          * (cbo**1.5 - (cbo - field * thick)**1.5))
assert abs(exponent(cbo) / closed - 1) < 1e-8
factor = np.exp(exponent(cbo_bare) - exponent(cbo))
factor_two = np.exp(exponent(cbo_bare, True) - exponent(cbo, True))

eps_ox, eps_ge, eps_fast = 20.0, 16.0, 4.0    # rough typical values
mass_z, mass_dos, valleys = 0.12, 0.3, 4      # rough, Ge (001) L valleys
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9     # V nm
image = np.sqrt(coulomb * field / eps_fast)
mean_field = eps_ox * field / eps_ge / 2
confine = -ai_zeros(1)[0][0] * (h2m / mass_z)**(1/3) * mean_field**(2/3)
sheet = eps_ox * sc.epsilon_0 * field * 1e9 / sc.e * 1e-4      # cm^-2
fermi = sheet * 1e-14 * 2 * np.pi * h2m / (valleys * mass_dos)
lower = image + confine + fermi
assert cbo - lower - field * thick > 0
factor_low = np.exp(exponent(cbo_bare - lower) - exponent(cbo - lower))
strain_D, weight_d, xi_d = 0.10, 0.10, 0.2    # eV, fraction, eV; rough
oxide_max = xi_oxygen / 2 + weight_d * xi_d * d_top
gap_slope, hot, room = 0.4e-3, 358.0, 300.0   # eV/K, K, K; rough
breakdown = 4.0                              # MV/cm, rough

# ---------------------------------------------------------------- printing
print(f"Model lattice constant: {LATTICE:.1f} bohr")
print(f"Plane waves, bulk / superlattice: {len(bulk_G)} / {len(super_G)}")
for name in ("A", "B", "AB"):
    f, w = result[name]["full"], result[name]["weak"]
    print(f"Crystal {name}: splitting {f[1]:.5f} eV, rise {f[0]:.5f} eV")
    print(f"  centroid shift {f[2]:.6f} eV; weak rise/splitting "
          f"{w[0]/w[1]:.5f}")
print(f"A-B offset change, diagonalized: {full_change:.5f} eV")
print(f"A-B offset change, one-third rule: {full_formula:.5f} eV")
print(f"Shift of single conduction level, A: {single_shift:.2e} eV")
print(f"Density response, full/half coupling: {density_ratio:.3f}")
print(f"Superlattice potential wave change: {step_wave:.2e} eV")
print(f"Ge splitting (rough input): {delta_ge:.3f} eV")
print(f"Ge valence rise: {delta_ge/3:.4f} eV = {delta_ge/3*1e3:.1f} meV")
print(f"Si splitting (rough input): {delta_si:.3f} eV")
print(f"Si valence rise: {delta_si/3:.4f} eV")
print(f"Ge-Si offset contribution: {(delta_ge-delta_si)/3:.4f} eV")
print(f"Gaps, Ge / oxide (rough input): {gap_ge:.2f} / {gap_ox:.2f} eV")
print(f"Valence offset without coupling (input): {vbo_bare:.3f} eV")
print(f"Valence offset with coupling: {vbo:.3f} eV")
print(f"Conduction offset, coupling forgotten: {cbo_bare:.3f} eV")
print(f"Conduction offset, corrected: {cbo:.3f} eV")
print(f"Oxide thickness: {thick:.1f} nm; field: {field_mv:.1f} MV/cm")
print(f"Tunnelling mass: {mass_ox:.2f} electron masses")
print(f"Tunnel exponent, forgotten: {exponent(cbo_bare):.3f}")
print(f"Tunnel exponent, corrected: {exponent(cbo):.3f}")
print(f"Tunnelling increase, parabolic: factor {factor:.3f}")
print(f"Tunnelling increase, two-band: factor {factor_two:.3f}")
print(f"Tunnelling increase, lowered barrier: factor {factor_low:.3f}")
print(f"Image-force lowering: {image:.3f} eV")
print(f"Confinement energy in Ge: {confine:.3f} eV")
print(f"Sheet density: {sheet:.2e} cm^-2; Fermi energy: {fermi:.3f} eV")
print(f"Dielectric constants oxide/Ge/fast: {eps_ox:.0f}/{eps_ge:.0f}/"
      f"{eps_fast:.0f}")
print(f"Ge masses normal/density: {mass_z:.2f}/{mass_dos:.2f}; "
      f"valleys: {valleys}")
print(f"O 2p constant xi: {xi_oxygen:.4f} eV")
print(f"Largest pure O 2p rise: {xi_oxygen/2:.4f} eV")
print(f"Metal d weight / constant (rough): {weight_d:.2f} / {xi_d:.2f} eV")
print(f"Largest oxide rise with d part: {oxide_max:.4f} eV")
print(f"Valence offset with that oxide rise: {vbo-oxide_max:.3f} eV")
print(f"Strain splitting D (input): {strain_D:.2f} eV")
print(f"Ge rise, z orbital on top: {strained_rise(delta_ge,strain_D):.4f} eV")
print(f"Ge rise, xy pair on top: {delta_ge/3:.4f} eV")
print(f"Gap drift {room:.0f} to {hot:.0f} K: {gap_slope*(hot-room):.3f} eV")
print(f"Field / rough breakdown field: {field_mv/breakdown:.2f}")
print("all good")
```

Printed output:

```
Model lattice constant: 10.6 bohr
Plane waves, bulk / superlattice: 65 / 249
Crystal A: splitting 0.29211 eV, rise 0.09541 eV
  centroid shift -0.001960 eV; weak rise/splitting 0.33327
Crystal B: splitting 0.04405 eV, rise 0.01463 eV
  centroid shift -0.000055 eV; weak rise/splitting 0.33332
Crystal AB: splitting 0.17739 eV, rise 0.05691 eV
  centroid shift -0.002218 eV; weak rise/splitting 0.33321
A-B offset change, diagonalized: 0.08078 eV
A-B offset change, one-third rule: 0.08269 eV
Shift of single conduction level, A: -4.04e-05 eV
Density response, full/half coupling: 4.011
Superlattice potential wave change: 5.96e-03 eV
Ge splitting (rough input): 0.290 eV
Ge valence rise: 0.0967 eV = 96.7 meV
Si splitting (rough input): 0.044 eV
Si valence rise: 0.0147 eV
Ge-Si offset contribution: 0.0820 eV
Gaps, Ge / oxide (rough input): 0.66 / 5.80 eV
Valence offset without coupling (input): 3.000 eV
Valence offset with coupling: 3.097 eV
Conduction offset, coupling forgotten: 2.140 eV
Conduction offset, corrected: 2.043 eV
Oxide thickness: 3.0 nm; field: 1.0 MV/cm
Tunnelling mass: 0.20 electron masses
Tunnel exponent, forgotten: 19.388
Tunnel exponent, corrected: 18.911
Tunnelling increase, parabolic: factor 1.612
Tunnelling increase, two-band: factor 1.214
Tunnelling increase, lowered barrier: factor 1.728
Image-force lowering: 0.190 eV
Confinement energy in Ge: 0.251 eV
Sheet density: 1.11e+13 cm^-2; Fermi energy: 0.022 eV
Dielectric constants oxide/Ge/fast: 20/16/4
Ge masses normal/density: 0.12/0.30; valleys: 4
O 2p constant xi: 0.0227 eV
Largest pure O 2p rise: 0.0114 eV
Metal d weight / constant (rough): 0.10 / 0.20 eV
Largest oxide rise with d part: 0.0314 eV
Valence offset with that oxide rise: 3.065 eV
Strain splitting D (input): 0.10 eV
Ge rise, z orbital on top: 0.0701 eV
Ge rise, xy pair on top: 0.0967 eV
Gap drift 300 to 358 K: 0.023 eV
Field / rough breakdown field: 0.25
all good
```
